\section*{The bulk modulus of a nanopore with an elastic surface}

A porous low-permittivity film between the wires of a chip must carry mechanical load, and pores tend to weaken it. In ordinary elasticity an empty pore offers no resistance at all: its wall is free of traction. But when the film is compressed the pore shrinks, its wall loses area, and the atoms at the wall, bonded differently from those inside the solid, can resist this change with a stiffness of their own. For a pore a micrometre across this is negligible. For one of nanometre size, with much wall for little volume, it need not be. How stiff does the surface make the pore, and can the pore be replaced in a calculation by a piece of ordinary solid?

Let the pore be a sphere of radius $R$ in an isotropic, linearly elastic matrix of bulk modulus $K$ and shear modulus $G$. The surface is isotropic and has no tension before loading. When an element of it changes its area by the fraction $\varepsilon_A=\delta A/A$, it stores the energy $\tfrac12 k\varepsilon_A^2$ per unit area, which defines the area modulus $k$. The surface stress, the force per unit length within the surface, is the derivative $s=k\varepsilon_A$. Tension is positive, and the normal $\mathbf n$ points from the pore into the matrix. No physical constants enter the algebra, so it reads the same in atomic units as in any others.

Under hydrostatic load the wall moves radially by some $u$, positive outward. Its area becomes $4\pi(R+u)^2$, so to first order $\varepsilon_A=2u/R$, and the stored energy is
\begin{equation}
U_s=4\pi R^2\,\frac k2\left(\frac{2u}{R}\right)^2=8\pi k u^2 .
\end{equation}
The matrix exerts on the surface the radial force $\sigma_{rr}(R)$ per unit area. In a further small displacement $\delta u$ its work must equal the change of $U_s$:
\begin{equation}
4\pi R^2\sigma_{rr}(R)\,\delta u=16\pi k u\,\delta u
\quad\Longrightarrow\quad
\sigma_{rr}(R)=\frac{4ku}{R^2}=\frac{2s}{R}.
\label{eq:wall}
\end{equation}
The last form is the Young--Laplace relation for the stress $s=2ku/R$. A stretched wall pulls the matrix inward, and a compressed wall props it up.

Now fill the same cavity with a solid of bulk modulus $K_i$, bonded to the matrix. If its boundary moves radially by $u$, its interior is uniformly dilated, with displacement $ur/R$. The strain is $u/R$ in every direction, the volume strain is $3u/R$, and there is no shear, so its shear modulus plays no part:
\begin{equation}
\sigma_{rr}(R)=\frac{3K_i u}{R}.
\label{eq:inc}
\end{equation}
Equations \eqref{eq:wall} and \eqref{eq:inc} impose the same condition on the matrix if
\begin{equation}
\boxed{K_i=\frac{4k}{3R}}
\label{eq:main}
\end{equation}
The energies then agree too, since the solid stores $\tfrac12K_i(3u/R)^2(4\pi R^3/3)=6\pi K_iRu^2=8\pi ku^2$. The factor $1/R$ comes from the ratio of surface to volume, which is $3/R$ for a sphere.

That the whole field in the matrix is the same follows from solving for it. A radial displacement has no curl, so equilibrium reduces to $(K+\tfrac43G)\nabla(\nabla\!\cdot\mathbf u)=0$. The divergence is therefore a constant, say $3A$, and integrating $(r^2u)'=3Ar^2$ gives
\begin{equation}
u(r)=Ar+\frac{C}{r^2}.
\end{equation}
The radial strain is $u'=A-2C/r^3$. With the Lam\'e constant $\lambda=K-\tfrac23G$ the radial stress is
\begin{equation}
\sigma_{rr}=3\lambda A+2G\left(A-\frac{2C}{r^3}\right)=3KA-\frac{4GC}{r^3}.
\end{equation}
Two constants are fixed by two conditions, one at the wall and one at the outer boundary. Both conditions are the same for the pore and for the solid inclusion, hence so are $A$, $C$ and the field.

Write $c=C/R^3$. The wall condition reads $3KA-4Gc=3K_i(A+c)$, or
\begin{equation}
c=qA,\qquad q=\frac{3(K-K_i)}{3K_i+4G}.
\label{eq:q}
\end{equation}
For an isolated pore under a distant pressure $p$, the stress far away is $3KA=-p$. The relative change of the pore volume is $3u(R)/R=3A(1+q)$, so
\begin{equation}
\frac{\delta V}{V}=-\frac pK\,\frac{3K+4G}{3K_i+4G}.
\label{eq:dv}
\end{equation}
A large $k$ makes the pore rigid, and $k=0$ returns the empty cavity.

The modulus $k$ is an excess quantity, measured relative to a matrix that continues unchanged up to the wall, and it may be negative. How negative it can be is limited. Without distant load $A=0$, and the matrix resists a wall displacement $u$ with $\sigma_{rr}(R)=-4Gu/R$, which costs the energy $\tfrac12\,4\pi R^2(4Gu/R)u=8\pi GRu^2$. The total $8\pi(k+GR)u^2$ is positive for
\begin{equation}
k>-GR .
\end{equation}
This is the condition for stability against radial motion of an isolated pore. It says nothing about other deformations of the wall.

For a finite pore fraction $\phi$, consider a matrix sphere of outer radius $b$ with the pore at its centre, $\phi=R^3/b^3$. Its effective bulk modulus is defined by $\sigma_{rr}(b)=3K_{\rm eff}u(b)/b$. Inserting the field and $C/b^3=\phi qA$ gives
\begin{equation}
K_{\rm eff}=\frac{3K-4G\phi q}{3(1+\phi q)},\qquad
K_{\rm eff}-K=-\frac{\phi q(3K+4G)}{3(1+\phi q)} .
\end{equation}
With $q$ from \eqref{eq:q}, multiply numerator and denominator by $3K_i+4G$. The denominator, apart from its factor 3, becomes
\begin{equation}
3K_i+4G+3\phi(K-K_i)=3K+4G+3(1-\phi)(K_i-K),
\end{equation}
and division by $3K+4G$ leaves
\begin{equation}
K_{\rm eff}=K+\frac{\phi(K_i-K)}{1+(1-\phi)\dfrac{K_i-K}{K+\frac43G}} .
\label{eq:keff}
\end{equation}
This is exact for the single composite sphere within linear elasticity. For a film with many pores it is an estimate. At the radius $R=4k/(3K)$ one has $K_i=K$, and the pore leaves no trace in the response to hydrostatic load.

As an example take a matrix with Young modulus $E=12$ GPa and Poisson ratio $\nu=0.25$. Then $K=E/[3(1-2\nu)]=8.0$ GPa and $G=E/[2(1+\nu)]=4.8$ GPa. Let $R=1$ nm, $\phi=0.25$ and $k=2$ N/m. Since 1 N/m divided by 1 nm is 1 GPa,
\begin{equation}
K_i=\frac{4\times2}{3\times1}\ \mathrm{GPa}=2.67\ \mathrm{GPa}\quad(0.0166\ \mathrm{eV/\AA^3}),
\end{equation}
a third of the matrix value. For an isolated pore at $p=0.1$ GPa, equation \eqref{eq:dv} gives
\begin{equation}
\frac{\delta V}{V}=-\frac{0.1}{8}\;\frac{24+19.2}{8+19.2}=-1.99\,\% .
\end{equation}
The wall moves inward by a third of this fraction of $R$, 0.0066 nm, and its area shrinks by 1.32\,\%. The surface stress is $2\times(-0.01324)=-0.0265$ N/m, and the radial stress at the wall is $2s/R=-0.053$ GPa. The surface thus supports the matrix with about half the distant pressure.

For the composite sphere, \eqref{eq:keff} gives
\begin{equation}
K_{\rm eff}=8-\frac{0.25\times5.33}{1-0.75\times5.33/14.4}=6.15\ \mathrm{GPa},
\end{equation}
against 4.57 GPa with $k=0$, a gain of 35\,\%. With $k$, $\phi$ and the matrix held fixed, $K_{\rm eff}$ is 7.23, 6.15, 5.45 and 4.95 GPa for $R=0.5$, 1, 2 and 5 nm. The pore would become invisible at 0.33 nm, a size at which a continuous matrix with a sharp surface is no longer a trustworthy picture.

A film is seldom loaded purely hydrostatically, so it matters what survives under other loads. The surface then needs two constants. For a surface strain tensor $\boldsymbol\varepsilon$ let the energy per area be $\tfrac12\lambda_s(\mathrm{tr}\,\boldsymbol\varepsilon)^2+\mu_s\,\boldsymbol\varepsilon\!:\!\boldsymbol\varepsilon$. An equal strain $e$ in both directions costs $2(\lambda_s+\mu_s)e^2$, and the earlier definition gives $\tfrac12k(2e)^2=2ke^2$. Hence $k=\lambda_s+\mu_s$. With $P=I-\mathbf n\mathbf n$, the projector on the tangent plane, the surface stress is
\begin{equation}
S=\lambda_s(\mathrm{tr}\,\boldsymbol\varepsilon)P+2\mu_s\boldsymbol\varepsilon,\qquad \mathrm{tr}\,S=2k\,\mathrm{tr}\,\boldsymbol\varepsilon .
\end{equation}
A virtual normal displacement $w$ of the sphere changes the surface strain by $wP/R$. Equating the work $\int\sigma_{rr}w\,dA$ to $\int S\!:\!P\,(w/R)\,dA$ for arbitrary $w$ gives
\begin{equation}
\sigma_{rr}=\frac{\mathrm{tr}\,S}{R}=\frac{2k}{R}\,\nabla_s\!\cdot\mathbf u ,
\label{eq:normal}
\end{equation}
where $\nabla_s\!\cdot\mathbf u=\mathrm{tr}\,\boldsymbol\varepsilon$ is the local areal strain. Its tangential part integrates to zero over the closed sphere, and its normal part is $2u_n/R$. Averaging over the wall,
\begin{equation}
\langle\sigma_{rr}\rangle=\frac{4k}{R^2}\langle u_n\rangle .
\end{equation}
A homogeneous isotropic solid inclusion obeys a law of the same form. In equilibrium $\partial_j(x_i\sigma_{ij})=\sigma_{ii}$, so the divergence theorem gives
\begin{equation}
R\oint\sigma_{rr}\,dA=\int\sigma_{ii}\,dV=3K_i\int\nabla\!\cdot\mathbf u\,dV=3K_i\oint u_n\,dA ,
\end{equation}
that is, $\langle\sigma_{rr}\rangle=3K_i\langle u_n\rangle/R$. With \eqref{eq:main} the two averaged laws are the same, whatever the load. For an isolated pore in a uniform distant stress this has a simple consequence. The volume change is a scalar that depends linearly on the stress, and in an isotropic system a traceless tensor supplies no such scalar. Equation \eqref{eq:dv} therefore holds with $p$ equal to minus one third of the trace of the distant stress, whatever shear accompanies it.

The change of shape is another matter. Let the wall be displaced by $\mathbf u=e\mathbf x$ with a constant symmetric tensor $e$ of zero trace. A solid inclusion of shear modulus $G_i$ would be uniformly strained and would present the traction $2G_ie\mathbf n$. For the surface, $\boldsymbol\varepsilon=PeP$, whose trace is $-a$ with $a=\mathbf n\!\cdot\!e\mathbf n$. By \eqref{eq:normal} the normal traction is $-2ka/R$, which an inclusion would match with
\begin{equation}
G_i^{\rm normal}=-\frac{\lambda_s+\mu_s}{R}.
\end{equation}
The tangential traction is $-P\,\nabla_s\!\cdot S$. To find it, write out
\begin{equation}
PeP=e-\mathbf n(e\mathbf n)-(e\mathbf n)\mathbf n+a\,\mathbf n\mathbf n
\end{equation}
and take the surface divergence on the second index, using $\partial_jn_i=P_{ij}/R$, $\partial_jn_j=2/R$ and $n_j\partial_j=0$. The first term is constant. The second contributes $-Pe\mathbf n/R$ to the tangential part, the third $-2Pe\mathbf n/R$, and the fourth is purely normal, so the sum is $-3Pe\mathbf n/R$. The gradient of $a$ is $2Pe\mathbf n/R$. Therefore
\begin{equation}
-P\,\nabla_s\!\cdot S=\lambda_s\frac{2Pe\mathbf n}{R}+2\mu_s\frac{3Pe\mathbf n}{R},
\qquad
G_i^{\rm tang}=\frac{\lambda_s+3\mu_s}{R}.
\end{equation}
The two demands coincide only if $\lambda_s=-2\mu_s$. With $\lambda_s=\mu_s=1$ N/m, which is one way to make up the $k$ of the example, they are $-2$ and $+4$ GPa. In the special case $k=-\mu_s$, so $K_i=-4\mu_s/(3R)$ and $G_i=\mu_s/R$ have opposite signs, and the solid that matches both the change of volume and the change of shape has a negative modulus and is not a stable material on its own. Apart from that case, no isotropic solid reproduces the surface in shear, and putting an inclusion of modulus $K_i$ and some chosen shear modulus into a calculation of the film's shear stiffness has no justification from the result above.

A concrete picture of $k$ is a thin stiff skin. A layer of thickness $t$, Young modulus $E_c$ and Poisson ratio $\nu_c$, free to change its thickness, stores $tE_ce^2/(1-\nu_c)$ per area under an equal biaxial strain $e$. Comparison with $2ke^2$ gives
\begin{equation}
k=\frac{E_ct}{2(1-\nu_c)} .
\end{equation}
The skin can also be treated without assuming it thin, as a hollow shell between $R-t$ and $R$. Setting $K_i=0$ in \eqref{eq:keff} and using the shell's moduli $K_c$, $G_c$ and hollow fraction $f=(1-t/R)^3$, one finds
\begin{equation}
K_{\rm shell}=\frac{4G_cK_c(1-f)}{4G_c+3fK_c}
\;\longrightarrow\;\frac{3t}{R}\,\frac{4G_cK_c}{4G_c+3K_c}
\qquad(t\ll R).
\end{equation}
Since
\begin{equation}
\frac{4G_c+3K_c}{12G_cK_c}=\frac1{3K_c}+\frac1{4G_c}=\frac{1-2\nu_c}{E_c}+\frac{1+\nu_c}{2E_c}=\frac{3(1-\nu_c)}{2E_c},
\end{equation}
the limit is $2E_ct/[3(1-\nu_c)R]=4k/(3R)$, as it must be. For $t=0.2$ nm, $\nu_c=0.25$ and $E_c$ chosen to keep $k=2$ N/m, the full shell formula gives 2.98 GPa, 12\,\% above \eqref{eq:main}. For the same $k$ and $t$ the excess is 2\,\% at $\nu_c=0.1$ and 31\,\% at $\nu_c=0.4$, so at a radius of 1 nm $k$ alone no longer fully describes such a skin.

Real surfaces also carry a residual tension $\tau$, which adds the energy
\begin{equation}
\tau\left[4\pi(R+u)^2-4\pi R^2\right]=8\pi\tau Ru+4\pi\tau u^2 .
\end{equation}
The quadratic term joins $8\pi ku^2$ and replaces $k$ by $k+\tau/2$, so the surface contribution to $K_i$ grows by $2\tau/(3R)$. The linear term shrinks the pore before any load is applied and strains the matrix by an amount of order $\tau/(GR)$. Terms cubic in the strain of the matrix energy, with coefficients of order $G$, then change its stiffness by an amount of order $\tau/R$. This is the same order as the surface term, so keeping the surface term alone would be inconsistent.

Both the size and the sign of the whole effect depend on the nonlinear elasticity of the matrix and of the surface. In the numbers that follow, the surface energy is $\tfrac12k(\Delta A/A_0)^2$ per unit initial area, with the exact area change $\Delta A$ and the initial area $A_0$, unless stated otherwise. One choice is the Hencky energy, in which the logarithms of the principal stretches take the place of the strains in the usual quadratic energy. Minimizing the total energy of the composite sphere with radial finite elements, and taking $-V\,dp/dV$ of the whole sphere at zero external pressure, gives $K_{\rm eff}=6.23$ GPa for $\tau=0.1$ N/m and 6.39 GPa for 0.3 N/m. Relative to the value without tension these are increases of 1.3 and 3.8\,\%. The surface term alone would give 6.19 and 6.25 GPa, so in this model more than half of the change comes from the nonlinear response of the matrix and the surface about the prestrained state. If the usual quadratic energy is written in the Green--Lagrange strain instead, $K_{\rm eff}$ falls, to 6.11 and 6.02 GPa. If, with this matrix, the surface energy is made quadratic in the logarithm of the area ratio, $K_{\rm eff}$ rises again, to 6.19 and 6.26 GPa. With the Hencky energy the wall strain before loading is about $-1$ and $-3\,\%$, in both cases larger in magnitude than the strain $u/R=-0.66\,\%$ produced by the 0.1 GPa load on the isolated pore above.

The shape of the pore matters as well. For a long cylindrical pore of radius $R$ under the same distant pressure, the strain far away is $A=-p/(3K)$ in all directions, also along the axis. Near the pore the radial displacement is $A\rho+C'/\rho$, where $\rho$ is the distance from the axis. With $c'=C'/R^2$ the hoop strain at the wall is $A+c'$, and the radial stress there is $3KA-2Gc'$. It balances the hoop component of $S$ divided by $R$:
\begin{equation}
3KA-2Gc'=\frac{2kA+(\lambda_s+2\mu_s)c'}{R}
\;\Longrightarrow\;
c'=A\,\frac{3K-2k/R}{2G+(\lambda_s+2\mu_s)/R} .
\end{equation}
The volume strain is $3A+2c'$. With $\lambda_s=\mu_s=1$ N/m its magnitude per unit pressure is 0.257 GPa$^{-1}$, compared with 0.199 GPa$^{-1}$ for the sphere of equal radius, or 30\,\% more. Without surface elasticity the values are 0.333 and 0.281 GPa$^{-1}$, a difference of 19\,\%. For these constants the surface widens the gap. The cylinder has less wall for its volume, $2/R$ instead of $3/R$. If its radius is reduced to $2R/3$, which makes the two ratios equal, the gap is 16.5\,\% and the widening is gone. At equal radius the gap also depends on how $k$ is divided between the two constants: with $\lambda_s=-2$ and $\mu_s=4$ N/m it is only 17\,\%.

The matrix modulus, porosity and pore size of the example are rough values in the regime of porous organosilicate low-permittivity films. The surface constants are assumed, and they are the weakest point. With the sign of $k$ reversed and all else fixed, $K_i=-2.67$ GPa and $K_{\rm eff}$ falls to 2.0 GPa, less than half the value for pores without surface elasticity. This number describes the radial response only. If $\lambda_s$ and $\mu_s$ both change sign, an isolated pore of this size is unstable against non-radial deformations of its wall, from the third spherical harmonic on. Deformations of short wavelength are stable only if $\lambda_s+2\mu_s=k+\mu_s$ is not negative, so a stable surface with this $k$ would need a $\mu_s$ of at least 2 N/m. Thus even the sign of the correction has to be known before smaller pores can be recommended for stiffness at fixed porosity. Gas trapped in the pore is harmless by comparison: an ideal gas at constant temperature has a bulk modulus equal to its pressure, about $10^{-4}$ GPa at one atmosphere. Pores in real films can be irregular and, at such porosities, connected. The cylinder shows that a change of shape at fixed radius can shift the compliance of a pore by tens of per cent: 17 to 30 per cent for the constants used above, while with $\lambda_s=-4$ and $\mu_s=2$ N/m the cylinder is instead 24 per cent less compliant than the sphere. It does not bound the effect for a connected network. A film bonded to its substrate is also prevented from straining sideways, so its response to a load from above involves the shear stiffness, for which the equivalent inclusion gives no answer.
